# Transverse-field splitting of a strain-isolated ±3/2 acceptor doublet

Take a boron-like acceptor in silicon, compressed by 0.02 % in the (001) plane, in a magnetic field of 2 T lying in that plane. In the simplest model of its fourfold ground level, one pair of states splits by about 250 µeV. The other pair, which is the ground doublet, splits by only 3.1 µeV. Doubling the field doubles the first number, to leading order, but takes the second to 22.9 µeV, more than seven times its former value. Both pairs have the same g factor in the Hamiltonian. The difference comes from the angular momentum that the field must supply.

## Setting and theorem

The acceptor ground level is treated as an isolated quartet with angular momentum $J=3/2$ and states $|m\rangle$, $m=\pm3/2,\pm1/2$, quantized along $z$. The operators $J_i$ are dimensionless, and energies are hole energies, so the lowest level is the one the hole occupies when cold. The assumptions are:

1. The strain is axial about $z$. It places $|\pm3/2\rangle$ at energy 0 and $|\pm1/2\rangle$ at energy $D\neq0$.
2. The field $B$ is perpendicular to $z$, along $\mathbf n=(\cos\varphi,\sin\varphi,0)$.
3. The field acts through the isotropic coupling $V=b\,\mathbf n\cdot\mathbf J$ alone, with $b=g_1\mu_BB>0$.

With $P_{1/2}$ the projector on $|\pm1/2\rangle$, the Hamiltonian is

$$H=D\,P_{1/2}+b\,\mathbf n\cdot\mathbf J .$$

**Theorem.** For $b\ll|D|$ the doublet that is purely $\pm3/2$ at zero field splits by

$$\Delta=\frac{3b^3}{2D^2}\left[1-\frac{5b^2}{4D^2}+O\!\left(\frac{b^4}{D^4}\right)\right],$$

for either sign of $D$ and any azimuth $\varphi$. For $D>0$ and any $b>0$,

$$\Delta=b-\tfrac12(R_+-R_-),\qquad R_\pm=\sqrt{D^2\pm2Db+4b^2}.$$

The word "pure" describes the states at zero field. The splitting exists because the field mixes some $\pm1/2$ character into them.

## Lemma 1: what the field connects

*In a transverse field every nonzero matrix element of $V$ changes $m$ by one unit, and*

$$\langle\tfrac32|V|\tfrac12\rangle=\langle-\tfrac12|V|-\tfrac32\rangle=\tfrac{\sqrt3}{2}\,b\,e^{-i\varphi},\qquad \langle\tfrac12|V|-\tfrac12\rangle=b\,e^{-i\varphi}.$$

*Proof.* From $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/(2i)$,

$$\mathbf n\cdot\mathbf J=\tfrac12\left(e^{-i\varphi}J_++e^{i\varphi}J_-\right).$$

The raising operator obeys $J_+|m\rangle=\sqrt{15/4-m(m+1)}\,|m+1\rangle$. The root is $\sqrt3$ for $m=1/2$ and $m=-3/2$, and 2 for $m=-1/2$. Multiplying by $b\,e^{-i\varphi}/2$ gives the stated elements. ∎

The $\pm1/2$ states are joined directly by an element of size $b$, so they split by $2b$ in first order. The $\pm3/2$ states differ by three units of $m$, and $\langle3/2|V|-3/2\rangle=0$.

## Lemma 2: the effective coupling

*Within the $\pm3/2$ doublet the Hamiltonian through third order in $b$ is*

$$H_{\rm eff}=-\frac{3b^2}{4D}\,\mathbb 1+\frac{3b^3}{4D^2}\begin{pmatrix}0&e^{-3i\varphi}\\e^{3i\varphi}&0\end{pmatrix}.$$

*Proof.* Let $\psi_P$ hold the two amplitudes on $|\pm3/2\rangle$ and $\psi_Q$ those on $|\pm1/2\rangle$. Lemma 1 gives $V_{PP}=0$, so the Schrödinger equation reads

$$E\psi_P=V_{PQ}\psi_Q,\qquad E\psi_Q=(D+V_{QQ})\psi_Q+V_{QP}\psi_P .$$

Solving the second equation for $\psi_Q$ and inserting it in the first,

$$E\psi_P=-V_{PQ}\,(D+V_{QQ}-E)^{-1}\,V_{QP}\,\psi_P .$$

The right side begins at order $b^2/D$, and so does $E$. Expanding the inverse,

$$-(D+V_{QQ}-E)^{-1}=-\frac1D+\frac{V_{QQ}}{D^2}+O\!\left(\frac{b^2}{D^3}\right).$$

The $E$ on the right therefore first matters at order $b^4$, and through third order

$$H_{\rm eff}=-\frac{V_{PQ}V_{QP}}{D}+\frac{V_{PQ}V_{QQ}V_{QP}}{D^2}.$$

In the first term each state steps to its neighbour and back. This gives $(\sqrt3b/2)^2=3b^2/4$ for both states. Two steps cannot join them, so the off-diagonal element is zero.

In the second term the path between the two states is $-3/2\to-1/2\to1/2\to3/2$, with product

$$\left(\tfrac{\sqrt3}{2}be^{-i\varphi}\right)\left(be^{-i\varphi}\right)\left(\tfrac{\sqrt3}{2}be^{-i\varphi}\right)=\tfrac34b^3e^{-3i\varphi}.$$

Its diagonal elements vanish because $V_{QQ}$ has no diagonal elements. ∎

The eigenvalues of the off-diagonal matrix are $\pm3b^3/(4D^2)$, so the splitting is twice that magnitude, $3b^3/(2D^2)$. The common shift $-3b^2/(4D)$ moves the doublet without opening it. If the element between $|1/2\rangle$ and $|-1/2\rangle$ were removed, the quartet would fall into two separate pairs whose $2\times2$ matrices have the same eigenvalues, and the doublet would stay degenerate at any $b$.

## Proof of the theorem

A rotation about $z$ leaves the strain term unchanged and turns $\mathbf n$ into $x$, so $\varphi=0$ may be taken. For $s=\pm1$ define

$$|a_s\rangle=\frac{|\frac32\rangle+s|-\frac32\rangle}{\sqrt2},\qquad |c_s\rangle=\frac{|\frac12\rangle+s|-\frac12\rangle}{\sqrt2}.$$

By Lemma 1, $\langle c_s|J_x|c_s\rangle=s$ and $\langle a_s|J_x|c_s\rangle=\sqrt3/2$, while states with different $s$ are not connected. Each $s$ thus has its own block,

$$\begin{pmatrix}0&\sqrt3b/2\\\sqrt3b/2&D+sb\end{pmatrix},\qquad E^2-(D+sb)E-\tfrac34b^2=0 .$$

The product of the two roots is $-3b^2/4$, so each block has one negative and one positive level. For $D>0$ the negative roots are the ones that tend to 0 as $b\to0$, and they form the ground doublet. They are

$$E_s=\tfrac12\left[D+sb-\sqrt{(D+sb)^2+3b^2}\right]=\tfrac12\left[D+sb-R_s\right].$$

Hence $E_+-E_-=b-\frac12(R_+-R_-)$. To find its sign, use $R_+^2-R_-^2=4Db$:

$$E_+-E_-=b\left[1-\frac{2D}{R_++R_-}\right].$$

Since $R_+R_-=\sqrt{D^4+4D^2b^2+16b^4}>D^2$, we have $(R_++R_-)^2=2D^2+8b^2+2R_+R_->4D^2$. The difference is positive and equals $\Delta$.

For the expansion put $x=b/D$ and $u=2x+4x^2$, so that $R_+=D\sqrt{1+u}$, and $R_-$ follows by $x\to-x$. Then $\Delta/D$ equals $x$ minus the odd part of

$$\sqrt{1+u}=1+\frac u2-\frac{u^2}8+\frac{u^3}{16}-\frac{5u^4}{128}+\frac{7u^5}{256}+\dots$$

The odd coefficients are collected from $u^2=4x^2+16x^3+\dots$, $u^3=8x^3+48x^4+96x^5+\dots$, $u^4=16x^4+128x^5+\dots$ and $u^5=32x^5+\dots$:

- order $x$: $1$;
- order $x^3$: $-\frac{16}8+\frac8{16}=-\frac32$;
- order $x^5$: $\frac{96}{16}-\frac{5\cdot128}{128}+\frac{7\cdot32}{256}=\frac{15}8$.

Therefore $\Delta/D=\frac32x^3-\frac{15}8x^5+\dots$, which is the stated series.

For $D<0$, note that $-H$ has gap $|D|$ and field direction $-\mathbf n$. A half turn about $z$ restores $\mathbf n$. The spectrum is thus the mirror image of the one for $|D|$, and the splitting is the same, although the $\pm3/2$ doublet is now the upper one. ∎

**Remark (strong field).** For $b\gg D>0$, $R_++R_-\to4b$ and $\Delta\to b-D/2$. The field then sets the quantization axis. The two lowest levels are those with $J_x=-3/2$ and $-1/2$, which are $b$ apart, and strain is a small correction. The cubic law belongs to the opposite regime.

## The numbers of the example

Let $\beta$ be the acceptor deformation potential, roughly $-1.4$ eV. The hole strain energy is $\beta\sum_i\varepsilon_{ii}(J_i^2-5/4)$. For equal in-plane strains $\varepsilon_\parallel$ it reduces, using $J_x^2+J_y^2=15/4-J_z^2$, to $\beta(\varepsilon_{zz}-\varepsilon_\parallel)(J_z^2-5/4)$. The bracket $J_z^2-5/4$ is $+1$ for $\pm3/2$ and $-1$ for $\pm1/2$, so

$$D=-2\beta(\varepsilon_{zz}-\varepsilon_\parallel).$$

With no stress on the free surface, and a rough elastic ratio $C_{12}/C_{11}=0.39$, $\varepsilon_{zz}=-2(0.39)(-2.0\times10^{-4})=1.56\times10^{-4}$. Then $D=2(1.4\ \text{eV})(3.56\times10^{-4})=0.997$ meV, which is positive: in-plane compression puts $\pm3/2$ lowest.

With $g_1=1.1$ at 2 T, $b=1.1\times0.05788\times2=0.1273$ meV and $b/D=0.128$. The leading law gives

$$\Delta\simeq\frac{3(0.1273)^3}{2(0.997)^2}\ \text{meV}=3.12\ \text{µeV}\quad(0.754\ \text{GHz}).$$

The closed formula gives 3.05 µeV (0.738 GHz). The leading law is 2.1 % above it, in line with the correction $5b^2/(4D^2)=0.020$. At 4 T the two values are 24.9 and 22.9 µeV. This is why doubling the field multiplies the splitting by about 7.5 instead of 8.

## Proposition: terms that compete with the cubic law

Because $\Delta$ is third order in a small ratio, weak terms left out of $H$ can match it. Take $x$ along [100] and $z$ along [001]. To leading order, with each added term small enough that its contribution is comparable to $b^3/D^2$, the following hold.

**(a) Cubic Zeeman term.** The crystal also allows $c(n_xJ_x^3+n_yJ_y^3+n_zJ_z^3)$ with $c=g_2\mu_BB$. It joins the $\pm3/2$ states directly. From $\langle3/2|J_+^3|-3/2\rangle=\sqrt3\cdot2\cdot\sqrt3=6$, the factors $1/2^3=1/8$ and $1/(2i)^3=i/8$ give $3/4$ for $J_x^3$ and $3i/4$ for $J_y^3$. The added coupling is $\frac34c\,e^{i\varphi}$. Adding it to that of Lemma 2,

$$\Delta=\frac32\left|\frac{b^3}{D^2}+c\,e^{4i\varphi}\right| .$$

For $c>0$ the parts add along [100] and subtract along [110], where $e^{4i\varphi}=-1$. For $c<0$ the roles are exchanged.

**(b) In-plane anisotropy.** A term $e(J_x^2-J_y^2)=\frac e2(J_+^2+J_-^2)$ changes $m$ by two, with $\langle3/2|\cdot|-1/2\rangle=\langle1/2|\cdot|-3/2\rangle=\sqrt3e$. One such step and one field step now suffice. For a field along $x$ the two orderings give $-\frac1D\left(2\cdot\sqrt3e\cdot\frac{\sqrt3}2b\right)=-3eb/D$, so

$$\Delta=\left|\frac{3b^3}{2D^2}-\frac{6eb}{D}\right| .$$

**(c) Field-quadratic term.** With the field along $x$, write $QJ_x^2=\frac Q2(J_x^2-J_y^2)+\frac Q2(J^2-J_z^2)$. The second part is axial and changes $D$ by $Q$, which is negligible at this order. The first is case (b) with $e=Q/2$, and contributes $-3Qb/D$ inside the modulus. Since $Q\propto B^2$, this has the same $B^3$ dependence as the main term, and a fit to the power of the field cannot separate them.

**(d) Tilt.** A small angle $\delta$ out of the plane adds $b\delta J_z$, with diagonal elements $\pm\frac32b\delta$. Combined with the off-diagonal coupling,

$$\Delta=\sqrt{(3b\delta)^2+\left(\frac{3b^3}{2D^2}\right)^2}.$$

## Comparison with a real acceptor

The strain, field and temperature of the example are chosen values. The material parameters are rough ones for boron in silicon, including $|g_2|=0.03$, whose sign relative to $g_1$ is left open. The cubic Zeeman term alone would split the doublet by $\frac32|c|=5.2$ µeV at 2 T, more than the isotropic 3.1 µeV. Assumption 3 therefore fails in this example. To leading order and at fixed $D$, the two parts become equal at $\mu_BB=D\sqrt{|g_2|/g_1^3}$, or about 2.6 T, and the isotropic part is the larger one above that. In the full quartet the parts cancel at about 2.4 T along [110] for $g_2>0$, and at about 2.8 T along [100] for $g_2<0$.

The digits below hold for the stated inputs only. Taking $g_1=1.07$, $\beta=-1.42$ eV and $C_{12}/C_{11}=0.386$ instead lowers the isotropic splitting from 3.05 to 2.76 µeV. It moves the two larger entries down by about 0.3 µeV and the two smaller ones up by about 0.3 µeV, which is roughly 20 % of the smallest. Diagonalizing the quartet with both Zeeman terms at 2 T gives:

| Field along | $g_2=+0.03$ | $g_2=-0.03$ |
|---|---|---|
| [100] | 8.71 µeV | 2.57 µeV |
| [110] | 1.56 µeV | 7.74 µeV |

Formula (a) predicts $3.12+5.21=8.33$ µeV for the additive cases and 2.09 µeV for the subtractive ones. Most of the difference comes from the cubic term's effect on the individual steps of the third-order path. Summing the three-step products in $J_x^3$ gives $\langle3/2|J_x^3|1/2\rangle=\frac{\sqrt3}2\cdot\frac74$ and $\langle1/2|J_x^3|-1/2\rangle=\frac52$. For general $\varphi$ these one-unit elements carry the same phase $e^{-i\varphi}$ as the isotropic ones. Hence $b^3$ becomes

$$\left(b+\tfrac74c\right)^2\left(b+\tfrac52c\right)\simeq b^3\left(1+\frac{6c}{b}\right).$$

With $|c|/b=0.0273$ the isotropic part changes by 0.51 µeV, up for $g_2>0$ and down for $g_2<0$. The predictions become 8.84 and 2.60 µeV along [100], and 1.58 and 7.82 µeV along [110], all within 1.5 % of the diagonalized values. If the strain is axial, rotating the field within the plane thus reveals the cubic anisotropy of the crystal, since the isotropic splitting does not depend on $\varphi$. The pattern alone does not single out $g_2$: a field-quadratic term of the form $q(n_x^2J_x^2+n_y^2J_y^2)$ gives the same 90° period. An in-plane anisotropy $e$ would also make the splitting vary, but with a period of 180° instead of 90°.

The other terms set the demands on sample and alignment at 2 T:

- An anisotropy $e=b^2/(4D)=4.1$ µeV contributes as much as the isotropic term, and with this sign cancels it at leading order for a field along [100]; for a field along [010] it doubles the splitting instead. Since $|e|=|\beta(\varepsilon_{xx}-\varepsilon_{yy})|/2$, this corresponds to an in-plane strain difference of $5.8\times10^{-6}$, about 3 % of the applied strain.
- A tilt $\delta=b^2/(2D^2)$, or 0.47°, makes the longitudinal splitting equal to the isotropic transverse one, to leading order.
- For $Q$, a size is the full diamagnetic energy of a 1s-like orbital, $q^2B^2a^2/(4m)$, where $q$ is the elementary charge. With a rough radius $a=1.5$ nm and mass $m$ of 0.25 electron masses it is 1.6 µeV, and it would change the splitting by 0.6 µeV. The anisotropic part that actually enters has not been calculated.
- The next acceptor level lies roughly 20 meV up, so strain mixing with it is governed by a ratio $D/(20\ \text{meV})\simeq0.05$. This indicates the size of the neglected mixing and is not a computed error in $\Delta$.

Temperature enters twice. Isolating the doublet requires $k_BT\ll D$: at 4 K about 5 % of the thermal population is in the upper doublet. Polarizing the two ground states requires the much stricter $k_BT\ll\Delta$. At 0.1 K, $k_BT=8.6$ µeV exceeds the isotropic splitting, and the population difference $\tanh[\Delta/(2k_BT)]$ for that splitting alone is only 0.175. With the splittings in the table it runs from 0.09 to 0.47.

Shear strain competes as well. It adds terms $f(J_iJ_j+J_jJ_i)$ with $i\neq j$, which, like $e$, can split the doublet together with a single field step.

Among the terms considered here, the law $3b^3/(2D^2)$ can therefore be used as the whole splitting when $b\ll|D|$, $|c|\ll b^3/D^2$, $|e|$, $|Q|$ and every $|f|$ are far below $b^2/|D|$, and the tilt is far below $b^2/D^2$. In the example the first condition holds and the second does not. The conditions on anisotropy, shear and tilt depend on the particular sample and its alignment.

## Numbers as computed

```
Leading coefficient, Delta D^2/b^3: 1.499998
Next coefficient, of b^5/D^4: -1.87500
Splitting/D with middle link cut, b/D=0.1: 0.0e+00
In-plane strain (input): -0.020 %
Strain along z: 0.0156 %
Acceptor deformation potential (rough): -1.4 eV
Elastic ratio C12/C11 (rough): 0.39
Isotropic g1, cubic |g2| (rough): 1.10, 0.03
Field: 2.0 T; temperature: 0.1 K
Bohr magneton: 0.057884 meV/T
Strain gap D: 0.9968 meV
Zeeman energy b: 0.12734 meV; b/D: 0.1278
Second-order centre shift: -12.20 micro-eV
Leading splitting: 3.1176 micro-eV
Leading splitting: 0.7538 GHz
Exact isotropic splitting: 3.0534 micro-eV
Exact isotropic splitting: 0.7383 GHz
Leading law excess over exact: 2.10 %
Linear splitting 2b, +-1/2 doublet: 254.7 micro-eV
B=0.5 T: leading 0.0487, exact 0.0486 micro-eV
B=1.0 T: leading 0.3897, exact 0.3877 micro-eV
B=2.0 T: leading 3.1176, exact 3.0534 micro-eV
B=4.0 T: leading 24.9405, exact 22.8707 micro-eV
Cubic Zeeman splitting alone: 5.210 micro-eV
With cubic term, B || [100], g2=+0.03: 8.714 micro-eV
With cubic term, B || [100], g2=-0.03: 2.568 micro-eV
With cubic term, B || [110], g2=+0.03: 1.563 micro-eV
With cubic term, B || [110], g2=-0.03: 7.735 micro-eV
Field where both parts are equal: 2.59 T
Anisotropy e giving equal splitting: 4.067 micro-eV
Matching strain difference exx-eyy: 5.81e-06
Tilt giving equal splitting: 0.468 degrees
Orbital radius, mass ratio (rough): 1.5 nm, 0.25
Diamagnetic energy as size of Q: 1.583 micro-eV
Its part in the splitting: 0.607 micro-eV
Next acceptor level (rough): 20 meV
D / next-level energy: 0.050
Thermal energy at 0.1 K: 8.617 micro-eV
Doublet polarization at 0.1 K: 0.175
Upper-doublet population at 4 K: 0.052
```
